# Extra buried oxide for a tenfold cut in substrate leakage

## What symmetry and dimensions fix

A silicon film guides light above a layer of buried oxide, and below the oxide lies the silicon wafer. Some of the light crosses the oxide and is lost in the wafer. We want the extra oxide thickness $\Delta t$ that reduces this leakage tenfold.

The oxide is uniform, so each additional layer of a given thickness does the same thing to a field that decays through it: it multiplies the field by a fixed factor. A quantity that is multiplied by equal factors over equal thicknesses is an exponential. As long as the wave returning from the wafer side is negligible at the film, the leaked power therefore varies with oxide thickness $t$ as $e^{-2\gamma t}$, where $\gamma$ is the decay constant of the field. The factor 2 appears because power goes as the square of the field.

Dimensions restrict $\gamma$. For lossless layers with given refractive indices, Maxwell's equations contain no length of their own apart from the vacuum wavelength $\lambda$. The film thickness acts on the oxide field through the effective index $n_{\rm eff}$ of the mode, which sets the phase advance along the guide. Hence

$$
\Delta t=\lambda\,F(n_{\rm eff},n_{\rm ox}),
$$

where $n_{\rm ox}$ is the oxide index. How strongly the mode is coupled to the oxide affects the amount of leakage, but cancels from the ratio of two leakages.

## The estimate

Let $z$ run along the guide and $x$ point down into the wafer. The field varies as $E(x)\,e^{i(\beta z-\omega t')}$, where $t'$ is time, $\beta=k_0n_{\rm eff}$ and $k_0=2\pi/\lambda$. In a TE mode of a slab, the electric field points along $y$, and nothing depends on $y$. In a layer of index $n$ the wave equation is

$$
\frac{d^2E}{dx^2}=(\beta^2-k_0^2n^2)E .
$$

In the oxide $n_{\rm eff}>n_{\rm ox}$, so the bracket is positive and the field decays as $e^{-\gamma x}$ with

$$
\gamma=k_0\sqrt{n_{\rm eff}^2-n_{\rm ox}^2}.
$$

Setting $e^{-2\gamma\Delta t}=1/10$ and taking the logarithm gives

$$
\boxed{\Delta t=\frac{\ln10}{2\gamma}
=\frac{\ln10}{4\pi}\,\frac{\lambda}{\sqrt{n_{\rm eff}^2-n_{\rm ox}^2}}}
$$

Lengths are in micrometres, the natural unit here. For $\lambda=1.55$ µm, $n_{\rm eff}=2.4$ and $n_{\rm ox}=1.444$,

$$
k_0=\frac{2\pi}{1.55}=4.054\ \text{µm}^{-1},\qquad
n_{\rm eff}^2-n_{\rm ox}^2=5.760-2.085=3.675,
$$

$$
\gamma=4.054\sqrt{3.675}=7.771\ \text{µm}^{-1},\qquad
\Delta t=\frac{2.303}{15.54}=0.148\ \text{µm}.
$$

The answer is about 0.15 µm, or 150 nm. A tenfold drop of the field amplitude takes twice this thickness and reduces the leaked power a hundredfold.

The formula has two instructive limits. As $n_{\rm eff}$ falls towards $n_{\rm ox}$, the field reaches ever deeper into the oxide and $\Delta t$ grows without bound. The starting oxide must then be thicker too, because the formula holds only while $e^{-2\gamma t}\ll1$. As $n_{\rm eff}$ rises, $\Delta t$ shrinks, but the leakage itself ends once $n_{\rm eff}$ exceeds the substrate index, as shown next.

## How light escapes into the wafer

The estimate assumed an exponential law for the power. To establish it, and to find the absolute leakage, we match the fields at the lower oxide face. Measure $x$ from the lower face of the film, so that the oxide occupies $0<x<t$. Its general field is

$$
E=a e^{-\gamma x}+b e^{\gamma x}.
$$

The second term is the wave sent back by the substrate. In the substrate, of index $n_{\rm sub}>n_{\rm eff}$, the bracket in the wave equation is negative. The field there oscillates with the real transverse wavenumber

$$
q=k_0\sqrt{n_{\rm sub}^2-n_{\rm eff}^2}.
$$

We take the substrate to be infinitely deep, so that only the downward wave $E=Ce^{iq(x-t)}$ is present. For TE light, both $E$ and $dE/dx$ are continuous at $x=t$:

$$
a e^{-\gamma t}+b e^{\gamma t}=C,\qquad
-\gamma a e^{-\gamma t}+\gamma b e^{\gamma t}=iqC .
$$

Multiplying the first equation by $\gamma$ and subtracting the second removes $b$:

$$
2\gamma a e^{-\gamma t}=(\gamma-iq)C
\quad\Longrightarrow\quad
|C|^2=\frac{4\gamma^2}{\gamma^2+q^2}|a|^2e^{-2\gamma t}.
$$

Multiplying the first by $\gamma$ and adding the second gives $2\gamma b e^{\gamma t}=(\gamma+iq)C$. Dividing the two results,

$$
\frac ba=r\,e^{-2\gamma t},\qquad r=\frac{\gamma+iq}{\gamma-iq},\qquad |r|=1 .
$$

At the film, the returning wave is smaller than the original by $e^{-2\gamma t}$. This is the small parameter of the calculation. To leading order we may replace $a$ by $E_b$, the field of the undisturbed mode at the lower film face.

The energy flow follows from Faraday's law, $\nabla\times\mathbf E=i\omega\mu_0\mathbf H$. With $\mathbf E$ along $y$ it gives $H_x=-\beta E/(\omega\mu_0)$ and $H_z=(dE/dx)/(i\omega\mu_0)$. The time-averaged flux $\tfrac12{\rm Re}(\mathbf E\times\mathbf H^*)$ then has the components

$$
S_z=\frac{\beta|E|^2}{2\omega\mu_0},\qquad
S_x=\frac{1}{2\omega\mu_0}\,{\rm Im}\!\left(E^*\frac{dE}{dx}\right).
$$

In the substrate $S_x=q|C|^2/(2\omega\mu_0)$. A purely decaying field has real $E^*dE/dx$ and carries no power downward. In the oxide, the power is carried by the decaying and returning waves together:

$$
{\rm Im}\!\left(E^*\frac{dE}{dx}\right)=2\gamma\,{\rm Im}(a^*b)
=2\gamma|a|^2e^{-2\gamma t}\,\frac{2\gamma q}{\gamma^2+q^2}=q|C|^2 ,
$$

where ${\rm Im}\,r=2\gamma q/(\gamma^2+q^2)$ was used. The flux through the oxide equals the flux in the substrate, as energy conservation requires.

If $n_{\rm sub}<n_{\rm eff}$, the substrate field also decays and this flux vanishes. A numerical solution with $n_{\rm sub}=2.0$ confirmed it: the imaginary part of the effective index was zero to numerical precision.

## The attenuation coefficient

Guided power falls as $e^{-\alpha z}$. The coefficient $\alpha$ is the power lost per unit length divided by the guided power. Per unit width, the guided power is $\beta N/(2\omega\mu_0)$ with $N=\int E^2dx$. Therefore

$$
\alpha=\frac{q|C|^2}{\beta N}=A e^{-2\gamma t},\qquad
A=\frac{q}{\beta N}\,\frac{4\gamma^2}{\gamma^2+q^2}\,E_b^2 .
$$

The prefactor $A$ does not depend on $t$, so it cancels from $\alpha(t+\Delta t)/\alpha(t)$. This proves the boxed result to leading order in $e^{-2\gamma t}$.

To evaluate $A$, take a film of thickness $d$ and index $n_{\rm core}$ with oxide above as well as below. Let $\xi$ be the distance from its centre. The fundamental mode is

$$
E=\cos\kappa\xi\quad(|\xi|<d/2),\qquad
\kappa=k_0\sqrt{n_{\rm core}^2-n_{\rm eff}^2},
$$

and it decays with constant $\gamma$ outside. Continuity of $E$ and its slope requires $\kappa\tan(\kappa d/2)=\gamma$, so

$$
d=\frac2\kappa\arctan\frac\gamma\kappa,\qquad
E_b^2=\cos^2\frac{\kappa d}{2}=\frac{1}{1+\gamma^2/\kappa^2}
=\frac{\kappa^2}{\kappa^2+\gamma^2}.
$$

The film contributes $d/2+\sin(\kappa d)/(2\kappa)$ to $N$. Since $\sin\kappa d=2\gamma\kappa/(\kappa^2+\gamma^2)$, the second piece is $\gamma/(\kappa^2+\gamma^2)$. The two tails contribute $2E_b^2/(2\gamma)=\kappa^2/[\gamma(\kappa^2+\gamma^2)]$. Adding,

$$
N=\frac d2+\frac{\gamma^2+\kappa^2}{\gamma(\kappa^2+\gamma^2)}=\frac d2+\frac1\gamma .
$$

## The same result from the complex mode index

A leaking mode has a complex $\beta$, with $\alpha=2\,{\rm Im}\,\beta$. Its mode condition gives $A$ without any appeal to energy flow. At the lower film face the oxide field has the logarithmic slope

$$
\frac{1}{E}\frac{dE}{dx}=-\gamma\frac{1-\rho}{1+\rho}\equiv-\tilde\gamma,\qquad
\rho=r e^{-2\gamma t}.
$$

The film therefore sees $\gamma$ on its upper side and $\tilde\gamma$ on its lower side, and the condition for the fundamental mode becomes

$$
\kappa d-\arctan\frac\gamma\kappa-\arctan\frac{\tilde\gamma}\kappa=0 .
$$

For small $\rho$, $\tilde\gamma\approx\gamma-2\gamma\rho$. This changes the left side by $2\gamma\rho\,\kappa/(\kappa^2+\gamma^2)$, which a shift $\delta\beta$ must cancel. From $d\kappa/d\beta=-\beta/\kappa$ and $d\gamma/d\beta=\beta/\gamma$,

$$
\frac{d}{d\beta}\arctan\frac\gamma\kappa
=\frac{\beta(\kappa/\gamma+\gamma/\kappa)}{\kappa^2+\gamma^2}=\frac{\beta}{\gamma\kappa}.
$$

The undisturbed left side thus has the derivative

$$
-\frac{\beta d}{\kappa}-\frac{2\beta}{\gamma\kappa}=-\frac{2\beta N}{\kappa},
\qquad\text{so}\qquad
\delta\beta=\frac{\gamma\rho}{\beta N}\,\frac{\kappa^2}{\kappa^2+\gamma^2}
=\frac{\gamma E_b^2}{\beta N}\rho .
$$

Taking $2\,{\rm Im}\,\delta\beta$ and inserting ${\rm Im}\,r$ reproduces $Ae^{-2\gamma t}$ with the same $A$.

## A film with 0.8 µm of oxide

Take rough indices of 3.476 for silicon and 1.444 for oxide at 1550 nm. Film and substrate are both silicon, so $\kappa=q=10.19$ µm$^{-1}$. The condition $n_{\rm eff}=2.4$ fixes the film thickness at $d=0.128$ µm. Then $\beta=9.729$ µm$^{-1}$, $E_b^2=0.632$ and

$$
N=\frac{0.1278}{2}+\frac1{7.771}=0.193\ \text{µm}.
$$

The prefactor is

$$
A=\frac{10.19}{9.729\times0.1926}\times
\frac{4(7.771)^2}{(7.771)^2+(10.19)^2}\times0.632
=5.06\ \text{µm}^{-1}.
$$

For $t=0.8$ µm, the exponent is $15.54\times0.8=12.43$, and

$$
\alpha=5.06\,e^{-12.43}=2.02\times10^{-5}\ \text{µm}^{-1}=0.202\ \text{cm}^{-1}.
$$

Multiplication by $10/\ln10=4.343$ converts the unrounded value, 0.2015 cm$^{-1}$, to 0.875 dB/cm. With another 0.148 µm of oxide, the leakage is 0.0875 dB/cm.

## Comparison with the full leaky mode

The complex index of the complete structure was also found numerically, with an outgoing wave in the substrate and no expansion in $e^{-2\gamma t}$. At $t=0.8$ µm it gives the same $\alpha=2.015\times10^{-5}$ µm$^{-1}$ as the formula, to all the digits printed. Adding $\Delta t$ once reduces the leakage by a factor of 10.000, and adding it twice by 100.00. Direct integration of the wave equation at this complex index, followed by division of the radiated flux by the guided flux, gives the same $\alpha$, so the mode satisfies the energy balance.

This agreement is expected, because the small parameter at 0.8 µm is $e^{-12.43}\approx4\times10^{-6}$. At $t=0.2$ µm it is about 0.045, and the simple law is less accurate. The full calculation then needs 0.145 µm for the next tenfold reduction, about 2% less than the formula gives.

Replacing the upper oxide by air tests the claim that the prefactor cancels. With the film thickened to 134 nm to keep $n_{\rm eff}=2.4$, the leakage at $t=0.8$ µm rises from 0.875 to 0.897 dB/cm. The extra thickness remains 0.148 µm.

## What changes the number

**Indices.** Differentiating the boxed formula gives

$$
\frac{\partial\Delta t}{\partial n_{\rm eff}}
=-\frac{n_{\rm eff}\,\Delta t}{n_{\rm eff}^2-n_{\rm ox}^2},\qquad
\frac{\partial\Delta t}{\partial n_{\rm ox}}
=\frac{n_{\rm ox}\,\Delta t}{n_{\rm eff}^2-n_{\rm ox}^2}.
$$

The first is about $-0.097$ µm per unit index. Indeed, $\Delta t$ is 0.159 µm for $n_{\rm eff}=2.3$ and 0.139 µm for $n_{\rm eff}=2.5$. The oxide index matters less: raising it to 1.460 at fixed $n_{\rm eff}$ gives 0.149 µm.

**Wavelength.** For a fixed film, a longer wavelength acts twice. It stretches $\Delta t$ in proportion to $\lambda$, and it lowers $n_{\rm eff}$. With material dispersion left out, $n_{\rm eff}$ falls from 2.429 at 1500 nm to 2.372 at 1600 nm, and $\Delta t$ rises from 0.141 to 0.156 µm.

**Polarization.** In a TM mode the magnetic field points along $y$, and the continuous quantities are $H_y$ and $n^{-2}dH_y/dx$. The mode condition for the oxide-clad film becomes

$$
\kappa\tan\frac{\kappa d}{2}=\frac{n_{\rm core}^2}{n_{\rm ox}^2}\,\gamma .
$$

For the fundamental mode, the left side falls and the right side rises with increasing $n_{\rm eff}$. The factor $n_{\rm core}^2/n_{\rm ox}^2>1$ therefore moves the solution to a lower index. The same 128 nm film has a TM index of 1.549. The decay law in the oxide is unchanged, but $\Delta t$ becomes 0.507 µm, more than three times the TE value. The full TM calculation, starting from 2.0 µm of oxide, gives the same figure. An oxide chosen for TE light need not isolate TM light.

**Lateral confinement.** A strip waveguide confines light along $y$ too, so its field contains a range of lateral wavenumbers $k_y$. At fixed $\beta$, each component decays with $\gamma_y=\sqrt{\gamma^2+k_y^2}$. As a scalar model, take the field at the lower face as $e^{-y^2/w^2}$ with $w=0.25$ µm. Its power spectrum is proportional to $e^{-k_y^2w^2/2}$. For small $k_y$, $\gamma_y\approx\gamma+k_y^2/(2\gamma)$, and the leaked power is

$$
P\propto e^{-2\gamma t}\int e^{-sk_y^2}\,dk_y\propto\frac{e^{-2\gamma t}}{\sqrt s},
\qquad s=\frac{w^2}{2}+\frac t\gamma .
$$

The slower variation of the other flux factors with $k_y$ has been dropped. Since $ds/dt=1/\gamma$,

$$
-\frac{d\ln P}{dt}=2\gamma+\frac{1}{2\gamma s}.
$$

Thicker oxide also filters out the components with large $k_y$, so the leakage falls slightly faster than in a slab. Halfway through the added layer $t=0.874$ µm and $s=0.144$ µm², which gives $\Delta t\approx2.303/(15.54+0.45)=0.144$ µm. Numerical integration with the flux factors retained also gives 0.144 µm, about 3% below the slab value.

## Reading the estimate for a real chip

The oxide and silicon indices are ordinary values for silicon-on-insulator. Two other settings are not typical. Many photonic wafers have a film of roughly 220 nm, not 128 nm, and a buried oxide of roughly 2 to 3 µm, not 0.8 µm. An effective index near 2.4 is nevertheless realistic, because a silicon strip roughly 220 nm high and 450 nm wide has a TE-like mode close to that range (about 2.35 with oxide above it, about 2.27 with air above it). Such a strip breaks the assumption of lateral uniformity, which in the scalar model moves $\Delta t$ by about 3% at 0.8 µm of oxide and by less when the oxide is thicker, because $s$ grows with $t$. At 2 µm of oxide, the slab formula puts the TE leakage of the example near $10^{-8}$ dB/cm, far below other losses.

Those other losses limit what the added oxide can achieve. If scattering adds a background of roughly 1 dB/cm to the slab leakage of the example, the total falls from 1.875 to 1.0875 dB/cm, a factor of 1.72. The value 0.875 dB/cm belongs to the 128 nm slab: a strip has a different prefactor $A$, so its absolute leakage, and with it this factor, must be computed for the strip itself. A propagation-loss measurement on the two wafers would show this smaller factor, although the leakage itself has fallen tenfold. If the background is unknown but equal in both samples, subtracting the two total losses gives only the difference of the leakages, not their ratio. A third sample can supply the missing information. For three equally spaced oxide thicknesses with the same background, the exponential law makes the ratio of successive loss differences equal to the leakage ratio per step.

The infinitely deep substrate is also an idealization. Light in the wafer advances by $\beta/q$ along the guide for each unit of depth. For a wafer roughly 700 µm thick, it returns to the film after

$$
2\times700\times\frac{9.729}{10.19}\approx1340\ \text{µm}.
$$

A smooth back face in air reflects this light totally, because $n_{\rm eff}>1$ makes the transverse wavenumber in air imaginary. For a laterally uniform slab longer than about 1.3 mm, the treatment therefore requires the returning light to be absorbed, scattered or transmitted at the back. A strip is far less sensitive, because the leaked light spreads sideways. Over a round trip through a wafer of thickness $D$, each lateral component gains the extra phase $-Dk_y^2/q$, so in the scalar model the amplitude that returns onto the mode is reduced by $|s/(s+iD/q)|^{1/2}\approx0.04$. The first return then changes the leakage rate by less than about 10%. Weak absorption in the wafer hardly alters the escape itself: an extinction index of $10^{-3}$ changes $\alpha$ by about $-0.05\%$.

The working rule is 0.15 µm of oxide per factor of ten in TE leakage, for an effective index near 2.4 at 1550 nm and an oxide already thick enough that $e^{-2\gamma t}\ll1$. The numerical output below lists the main values.

## Calculated quantities

```
wavelength: 1550 nm
mode index n_eff: 2.400
silicon index (core and substrate): 3.476
oxide index: 1.444
vacuum wavenumber k0: 4.0537 1/um
n_eff^2 - n_ox^2: 3.6749
propagation constant beta: 9.7288 1/um
oxide decay constant gamma: 7.7709 1/um
power decay constant 2 gamma: 15.542 1/um
core wavenumber kappa: 10.1928 1/um
substrate wavenumber q: 10.1928 1/um
film thickness d: 127.8 nm
edge intensity E_b^2: 0.6324
mode norm N: 0.1926 um
leakage prefactor A: 5.0584 1/um
ln 10: 2.3026
extra oxide, formula: 0.1482 um
extra oxide, full leaky mode: 0.1482 um
starting oxide: 0.80 um
alpha before, formula: 2.0150e-05 1/um
alpha before, leaky mode: 2.0150e-05 1/um
alpha before, flux balance: 2.0150e-05 1/um
leakage before: 0.8751 dB/cm
leakage after extra oxide: 0.0875 dB/cm
reduction for one step: 10.0001
reduction for two steps: 100.001
low substrate index with no leakage: 2.0
air-clad film thickness: 134.0 nm
air-clad leakage: 0.8970 dB/cm
air-clad extra oxide: 0.1482 um
TM mode index, same film: 1.5487
TM extra oxide, formula: 0.5073 um
TM extra oxide, leaky mode from 2.0 um: 0.5073 um
extra oxide starting from 0.2 um: 0.1449 um
extra oxide for n_eff 2.3: 0.1586 um
extra oxide for n_eff 2.5: 0.1392 um
extra oxide for n_ox 1.460: 0.1491 um
at 1500 nm: n_eff 2.4287, extra oxide 0.1407 um
at 1600 nm: n_eff 2.3723, extra oxide 0.1558 um
strip field 1/e half-width: 0.25 um
strip extra oxide, quadrature: 0.1436 um
strip extra oxide, estimate: 0.1440 um
substrate extinction index tried: 1e-03
resulting leakage change: -0.0530 percent
rough background loss: 1.0 dB/cm
total-loss reduction factor: 1.724
rough wafer thickness: 700 um
return distance from wafer back: 1336 um
```
